# Charge transition levels and Kohn-Sham eigenvalues of an oxygen vacancy: test program

```python
"""Result under test: the thermodynamic charge transition level of a defect is
the Fermi energy where two formation energies cross. It equals the Kohn-Sham
eigenvalue averaged over the relaxed filling path, not one single eigenvalue.

Model oxygen vacancy: n electrons (0..2), charge q = 2 - n, breathing radius R.
E(n,R) = kinetic + external + (Hartree + local spin exchange)/kappa
         + stiffness*(R - R_empty)^2/2, conduction band minimum at zero.
External potential: -(2/kappa) erf(r/R)/r - depth*exp(-(r/range)^2).
Internal algebra is in atomic units; solve() returns eV and angstrom.
Correlation is omitted. Eigenvalues and levels are printed above the valence
band maximum (VBM), which lies one gap below the conduction band minimum.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom

# Chosen round model parameters (eV, angstrom)
KAPPA = 3.0
MISSING_CHARGE = 2.0
R_EMPTY = 2.0
WELL_DEPTH = 6.0
WELL_RANGE = 2.0
STIFFNESS = 6.0
GAP = 7.0
REMOVAL_ENERGY = 16.0       # empty vacancy, two electrons at band minimum
MU_OXYGEN = (0.0, -2.0)     # oxygen-rich and oxygen-poor reservoirs


def make_grid(step, r_max=40.0):
    r = step * np.arange(1, int(round(r_max / step)))
    return SimpleNamespace(
        r=r, step=step, coulomb=1.0 / np.maximum.outer(r, r),
        kinetic_diag=np.full(r.size, 1.0 / step**2),
        off=np.full(r.size - 1, -0.5 / step**2))


GRID = make_grid(0.1)


def solve(n, fixed_radius=None, interaction=1.0 / KAPPA, grid=GRID):
    """Self-consistent state; the radius relaxes unless it is fixed."""
    r = grid.r
    occupations = (min(n, 1.0), max(n - 1.0, 0.0))
    stiffness = STIFFNESS * BOHR**2 / HARTREE
    r_empty = R_EMPTY / BOHR
    radius = r_empty if fixed_radius is None else fixed_radius / BOHR
    well = -WELL_DEPTH / HARTREE * np.exp(-(r * BOHR / WELL_RANGE)**2)
    exchange_factor = (6.0 / np.pi)**(1.0 / 3.0)
    shell = 4.0 * np.pi * r**2 * grid.step
    charge = np.zeros((2, r.size))
    converged = False
    for iteration in range(400):
        external = well - MISSING_CHARGE / KAPPA * erf(r / radius) / r
        hartree = grid.coulomb @ charge.sum(axis=0)
        eigenvalues, orbitals = [], []
        for spin in range(2):
            exchange = -exchange_factor * np.cbrt(charge[spin] / shell)
            potential = external + interaction * (hartree + exchange)
            value, vector = eigh_tridiagonal(
                grid.kinetic_diag + potential, grid.off,
                select="i", select_range=(0, 0))
            eigenvalues.append(value[0])
            orbitals.append(vector[:, 0])
        new_charge = np.array([f * u**2 for f, u in zip(occupations, orbitals)])
        new_radius = radius
        if fixed_radius is None:
            slope = (MISSING_CHARGE / KAPPA * 2.0 / np.sqrt(np.pi)
                     / radius**2 * np.exp(-(r / radius)**2))
            new_radius = r_empty - new_charge.sum(axis=0) @ slope / stiffness
        change = np.abs(new_charge - charge).sum() + abs(new_radius - radius)
        if change < 1e-10:
            converged = True
            break
        charge = 0.5 * (charge + new_charge)
        radius = 0.5 * (radius + new_radius)
    assert converged, "self-consistency not reached"
    energy = 0.5 * stiffness * (radius - r_empty)**2
    for f, u in zip(occupations, orbitals):
        energy += f * ((grid.kinetic_diag + external) @ u**2
                       + 2.0 * grid.off @ (u[:-1] * u[1:]))
    total = new_charge.sum(axis=0)
    energy += interaction * 0.5 * total @ grid.coulomb @ total
    for q_spin in new_charge:
        energy -= (interaction * 0.75 * exchange_factor
                   * q_spin @ np.cbrt(q_spin / shell))
    return SimpleNamespace(energy=energy * HARTREE, radius=radius * BOHR,
                           eig=np.array(eigenvalues) * HARTREE + GAP)


# Cubic substitution makes the cube-root onset of local exchange smooth.
nodes, weights = np.polynomial.legendre.leggauss(6)
nodes, weights = 0.5 * (nodes + 1.0), 0.5 * weights


def average_eigenvalue(n_before, fixed_radius=None):
    return sum(w * 3.0 * t**2
               * solve(n_before + t**3, fixed_radius).eig[n_before]
               for t, w in zip(nodes, weights))


states = [solve(float(n)) for n in range(3)]
print("Dielectric constant:", KAPPA, " missing charge (e):", MISSING_CHARGE)
print("Empty radius, well range (angstrom):", R_EMPTY, WELL_RANGE)
print("Well depth, band gap (eV):", WELL_DEPTH, GAP)
print("Stiffness (eV/angstrom^2):", STIFFNESS)
print("Removal energy constant (eV):", REMOVAL_ENERGY)
for n, state in enumerate(states):
    print(f"Charge {2-n:+d}: E = {state.energy:.3f} eV, "
          f"R = {state.radius:.3f} angstrom")

# The relaxed radius must be a true minimum of the total energy.
for n in (1, 2):
    delta = 0.02
    low = solve(float(n), states[n].radius - delta).energy
    high = solve(float(n), states[n].radius + delta).energy
    assert min(low, high) > states[n].energy
    assert abs(high - low) / (2.0 * delta) < 2e-3

# Total-energy levels, and charge changes found by scanning the stable state.
levels = [states[n + 1].energy - states[n].energy + GAP for n in range(2)]
assert 0.0 < levels[0] < levels[1] < GAP
fermi = np.linspace(0.0, GAP, 70001)
for mu in MU_OXYGEN:
    constants = [REMOVAL_ENERGY + mu + states[n].energy - (2 - n) * GAP
                 for n in range(3)]
    lines = np.array([constants[n] + (2 - n) * fermi for n in range(3)])
    stable = np.argmin(lines, axis=0)
    changes = np.flatnonzero(np.diff(stable))
    assert list(stable[changes]) == [0, 1] and stable[-1] == 2
    scanned = 0.5 * (fermi[changes] + fermi[changes + 1])
    assert np.allclose(scanned, levels, atol=2e-4)
    double = fermi[np.argmin(np.abs(lines[0] - lines[2]))]
    assert abs(double - np.mean(levels)) < 2e-4
    print(f"mu_O = {mu:.1f} eV: E_f at VBM for 2+, +, 0 = "
          + ", ".join(f"{value:.3f}" for value in constants) + " eV")
    print("  scanned charge changes = "
          + ", ".join(f"{value:.3f}" for value in scanned) + " eV")
print(f"Crossing 2+/0 = {double:.3f} eV")
print(f"Level spacing = {levels[1]-levels[0]:.3f} eV")

for before, name in enumerate(("2+/+", "+/0")):
    after = before + 1
    old, new = states[before], states[after]
    level = levels[before]
    relaxed_average = average_eigenvalue(before)
    average_new = average_eigenvalue(before, new.radius)
    average_old = average_eigenvalue(before, old.radius)
    old_at_new = solve(float(before), new.radius).energy
    new_at_old = solve(float(after), old.radius).energy
    relax_old = old_at_new - old.energy
    relax_new = new_at_old - new.energy
    filled, empty = new.eig[before], old.eig[before]
    curve_filled = filled - average_new
    curve_empty = average_old - empty
    half = solve(before + 0.5).eig[before]
    assert abs(relaxed_average - level) < 1e-4
    assert abs(average_new - (new.energy - old_at_new + GAP)) < 1e-4
    assert abs(average_old - (new_at_old - old.energy + GAP)) < 1e-4
    assert relax_old > 0.0 and relax_new > 0.0
    assert abs(filled - curve_filled + relax_old - level) < 1e-4
    assert abs(empty + curve_empty - relax_new - level) < 1e-4
    assert filled < GAP and abs(filled - level) > 0.2
    assert abs(half - level) < 0.15
    print(f"Transition {name}: level = {level:.3f} eV "
          f"= {level/HARTREE:.5f} hartree")
    print(f"  relaxed-path eigenvalue average = {relaxed_average:.3f} eV")
    print(f"  filled eigenvalue = {filled:.3f} eV")
    print(f"  filled minus level = {filled-level:.3f} eV")
    print(f"  average at filled geometry = {average_new:.3f} eV")
    print(f"  filled-side curvature part = {curve_filled:.3f} eV")
    print(f"  relaxation after removal = {relax_old:.3f} eV")
    print(f"  empty eigenvalue = {empty:.3f} eV")
    print(f"  empty minus level = {empty-level:.3f} eV")
    print(f"  average at empty geometry = {average_old:.3f} eV")
    print(f"  empty-side curvature part = {curve_empty:.3f} eV")
    print(f"  relaxation after addition = {relax_new:.3f} eV")
    print(f"  half-occupation eigenvalue = {half:.3f} eV")

# One electron without self-interaction: relaxation alone separates the values.
bare_empty = solve(0.0, interaction=0.0)
bare_filled = solve(1.0, interaction=0.0)
bare_level = bare_filled.energy - bare_empty.energy + GAP
assert bare_filled.eig[0] < bare_level < bare_empty.eig[0]
print("One electron without self-interaction:")
print(f"  filled eigenvalue = {bare_filled.eig[0]:.3f} eV")
print(f"  thermodynamic level = {bare_level:.3f} eV")
print(f"  empty eigenvalue = {bare_empty.eig[0]:.3f} eV")

# Halving the radial step estimates the discretization error of the levels.
fine_grid = make_grid(0.05)
fine = [solve(float(n), grid=fine_grid).energy for n in range(3)]
grid_shift = max(abs(fine[n + 1] - fine[n] + GAP - levels[n]) for n in range(2))
assert grid_shift < 0.005
print(f"Largest level shift on halving the grid step = {grid_shift:.5f} eV")
print("tests ok")
```

It prints:

```
Dielectric constant: 3.0  missing charge (e): 2.0
Empty radius, well range (angstrom): 2.0 2.0
Well depth, band gap (eV): 6.0 7.0
Stiffness (eV/angstrom^2): 6.0
Removal energy constant (eV): 16.0
Charge +2: E = 0.000 eV, R = 2.000 angstrom
Charge +1: E = -4.920 eV, R = 1.737 angstrom
Charge +0: E = -7.798 eV, R = 1.451 angstrom
mu_O = 0.0 eV: E_f at VBM for 2+, +, 0 = 2.000, 4.080, 8.202 eV
  scanned charge changes = 2.080, 4.122 eV
mu_O = -2.0 eV: E_f at VBM for 2+, +, 0 = 0.000, 2.080, 6.202 eV
  scanned charge changes = 2.080, 4.122 eV
Crossing 2+/0 = 3.101 eV
Level spacing = 2.042 eV
Transition 2+/+: level = 2.080 eV = 0.07644 hartree
  relaxed-path eigenvalue average = 2.080 eV
  filled eigenvalue = 2.786 eV
  filled minus level = 0.706 eV
  average at filled geometry = 1.873 eV
  filled-side curvature part = 0.913 eV
  relaxation after removal = 0.207 eV
  empty eigenvalue = 2.072 eV
  empty minus level = -0.008 eV
  average at empty geometry = 2.255 eV
  empty-side curvature part = 0.182 eV
  relaxation after addition = 0.175 eV
  half-occupation eigenvalue = 2.024 eV
Transition +/0: level = 4.122 eV = 0.15148 hartree
  relaxed-path eigenvalue average = 4.122 eV
  filled eigenvalue = 4.715 eV
  filled minus level = 0.593 eV
  average at filled geometry = 3.923 eV
  filled-side curvature part = 0.792 eV
  relaxation after removal = 0.199 eV
  empty eigenvalue = 4.177 eV
  empty minus level = 0.055 eV
  average at empty geometry = 4.284 eV
  empty-side curvature part = 0.108 eV
  relaxation after addition = 0.162 eV
  half-occupation eigenvalue = 4.068 eV
One electron without self-interaction:
  filled eigenvalue = 1.673 eV
  thermodynamic level = 1.890 eV
  empty eigenvalue = 2.072 eV
Largest level shift on halving the grid step = 0.00044 eV
tests ok
```
